# Resonant dipole interaction of H(1s) with H(2p): verification in Python

```python
"""Resonant dipole interaction of H(1s) with H(2p), atomic units.

Result under test: the energy shift at large nuclear distance R is C/R^3,
  C = 2*s*p*d^2 for Sigma states,  C = -s*p*d^2 for Pi states,
where d = <1s|z|2p_z> = 128*sqrt(2)/243, s = +1 (singlet) or -1 (triplet),
p = +1 (gerade) or -1 (ungerade). Positive C means repulsion.
The axes on the two atoms are parallel; the nuclei lie on the z axis.
"""
import numpy as np
from scipy.special import gammainc, gammaincc
from scipy.linalg import eigh
from scipy.constants import physical_constants, fine_structure
from pyscf import gto

# ---------- transition dipole and Coulomb energy of transition densities
d_formula = 128 * np.sqrt(2) / 243
x_r, w_r = np.polynomial.legendre.leggauss(200)
r = 20 * (x_r + 1)
w_r = 20 * w_r
mu, w_mu = np.polynomial.legendre.leggauss(80)
r_grid, mu_grid = np.meshgrid(r, mu, indexing="ij")
weight = np.outer(w_r * r**2, w_mu)

psi_1s = np.exp(-r_grid) / np.sqrt(np.pi)
radial_2p = r_grid * np.exp(-r_grid / 2) / (4 * np.sqrt(2 * np.pi))
density_radial = psi_1s * radial_2p      # multiplies z/r or x/r
d_quadrature = 2 * np.pi * np.sum(
    weight * density_radial * r_grid * mu_grid**2)
assert abs(d_quadrature - d_formula) < 1e-10


def potential_radial(s):
    """Radial factor of the exact potential of one transition density."""
    a = 1.5
    prefactor = 1 / (4 * np.sqrt(2) * np.pi)
    inner = 24 / a**5 * gammainc(5, a * s) / s**2
    outer = s * gammaincc(2, a * s) / a**2
    return 4 * np.pi / 3 * prefactor * (inner + outer)


def hopping(distance):
    """Full Coulomb energies (Sigma, Pi), without expansion in 1/R."""
    s = np.sqrt(distance**2 + r_grid**2 + 2 * distance * r_grid * mu_grid)
    g_over_s = potential_radial(s) / s
    sigma = 2 * np.pi * np.sum(weight * density_radial * mu_grid
                               * g_over_s * (distance + r_grid * mu_grid))
    pi = np.pi * np.sum(weight * density_radial * (1 - mu_grid**2)
                        * g_over_s * r_grid)
    return sigma, pi


hop_table = {R: np.array(hopping(R)) * R**3 for R in (10.0, 20.0, 30.0)}
assert abs(hop_table[30.0][0] + 2 * d_formula**2) < 1e-7
assert abs(hop_table[30.0][1] - d_formula**2) < 1e-7


# ---------- two-electron calculation with atomic 1s, 2s, 2p orbitals
def atomic_orbitals(l, exponents, count):
    """Lowest hydrogen eigenfunctions in Gaussians of angular momentum l."""
    atom = gto.M(atom="H 0 0 0", spin=1, verbose=0,
                 basis={"H": [[l, [float(e), 1.0]] for e in exponents]})
    step = 2 * l + 1
    h = (atom.intor("int1e_kin") + atom.intor("int1e_nuc"))[::step, ::step]
    overlap = atom.intor("int1e_ovlp")[::step, ::step]
    energy, vectors = eigh(h, overlap)
    used = [float(atom.bas_exp(i)[0]) for i in range(atom.nbas)]
    shell = [l] + [[e] + [float(c) for c in row[:count]]
                   for e, row in zip(used, vectors)]
    return energy[:count], shell


energy_s, shell_s = atomic_orbitals(0, 0.015 * 2.5**np.arange(12), 2)
energy_p, shell_p = atomic_orbitals(1, 0.012 * 2.5**np.arange(9), 1)
assert abs(energy_s[0] + 0.5) < 1e-4 and abs(energy_p[0] + 0.125) < 1e-4
asymptote = energy_s[0] + energy_p[0]

# orbital order on each atom: 1s, 2s, 2px, 2py, 2pz
n_atom = 5
n_orb = 2 * n_atom
sign = np.diag([1.0, 1.0, -1.0, -1.0, -1.0])
zero = np.zeros((n_atom, n_atom))
inversion = np.block([[zero, sign], [sign, zero]])
inversion_pair = np.kron(inversion, inversion)
swap = np.zeros((n_orb**2, n_orb**2))
for i in range(n_orb):
    for j in range(n_orb):
        swap[i * n_orb + j, j * n_orb + i] = 1.0


def configuration_mask(p_indices):
    """Pairs with 1s on one atom and a chosen 2p on the other atom."""
    mask = np.zeros((n_orb, n_orb), dtype=bool)
    for k in p_indices:
        for i, j in ((0, n_atom + k), (n_atom, k)):
            mask[i, j] = mask[j, i] = True
    return mask.ravel()


masks = {"Sigma": configuration_mask([4]), "Pi": configuration_mask([2, 3])}


def molecular_shifts(distance):
    """Shift from 1s+2p and 1s2p weight, for each spin, parity, Lambda."""
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, distance)]],
                unit="Bohr", basis={"H": [shell_s, shell_p]}, verbose=0)
    overlap = mol.intor("int1e_ovlp")
    values, vectors = np.linalg.eigh(overlap)
    X = vectors @ np.diag(values**-0.5) @ vectors.T
    h = X @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ X
    eri = mol.intor("int2e").reshape([n_orb] * 4)
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, X, X, X, X,
                    optimize=True)
    one = np.eye(n_orb)
    H = np.kron(h, one) + np.kron(one, h)
    H = H + eri.transpose(0, 2, 1, 3).reshape(n_orb**2, n_orb**2)
    assert np.abs(H @ inversion_pair - inversion_pair @ H).max() < 1e-9
    identity = np.eye(n_orb**2)
    result = {}
    for spin in (1, -1):
        for parity in (1, -1):
            projector = (identity + spin * swap) @ (
                identity + parity * inversion_pair) / 4
            p_val, p_vec = np.linalg.eigh(projector)
            sector = p_vec[:, p_val > 0.5]
            energy, coeff = np.linalg.eigh(sector.T @ H @ sector)
            states = sector @ coeff
            for name, mask in masks.items():
                weights = np.sum(states[mask]**2, axis=0)
                best = np.argmax(weights)
                shift = energy[best] + 1 / distance - asymptote
                result[name, spin, parity] = (shift, weights[best])
    return result


def coefficient(name, spin, parity):
    factor = 2 if name == "Sigma" else -1
    return factor * spin * parity * d_formula**2


R_example = 40.0
R_far = 60.0
near = molecular_shifts(R_example)
far = molecular_shifts(R_far)
for key, (shift, state_weight) in near.items():
    # second-order terms and the finite Gaussian set stay below 1 percent
    assert abs(shift * R_example**3 / coefficient(*key) - 1) < 0.01
    assert state_weight > 0.999
smallest_weight = min(v[1] for v in near.values())

# the mean of the g and u shifts removes the resonant part
mean_near = (near["Sigma", 1, 1][0] + near["Sigma", 1, -1][0]) / 2
mean_far = (far["Sigma", 1, 1][0] + far["Sigma", 1, -1][0]) / 2
assert mean_near < 0 and mean_far < 0
power = np.log(mean_near / mean_far) / np.log(R_far / R_example)
assert abs(power - 6) < 0.25   # next inverse powers still contribute

# ---------- distances that limit the result
alpha = fine_structure
inverse_cube = 4 * np.pi * np.sum(weight[:, :] * radial_2p**2
                                  * mu_grid**2 / r_grid**3) / 2
fine_split = alpha**2 / 2 * inverse_cube * 1.5


def dirac_energy(n, j):
    k = j + 0.5
    root = np.sqrt(k**2 - alpha**2)
    return (1 / np.sqrt(1 + (alpha / (n - k + root))**2) - 1) / alpha**2


dirac_split = dirac_energy(2, 1.5) - dirac_energy(2, 0.5)
assert abs(fine_split / dirac_split - 1) < 1e-3
R_fine = (2 * d_formula**2 / fine_split)**(1 / 3)
excitation = 0.5 - 0.125
R_retardation = 1 / (alpha * excitation)
affinity_rough = 0.028
R_ion = 1 / (0.125 - affinity_rough)
to_cm = physical_constants["hartree-inverse meter relationship"][0] / 100

# ---------- output
print(f"d by quadrature = {d_quadrature:.6f} bohr (times e)")
print(f"d from 128 sqrt(2)/243 = {d_formula:.6f} bohr (times e)")
print(f"d^2 = {d_formula**2:.6f} a.u.")
print(f"2 d^2 = {2 * d_formula**2:.6f} a.u.")
print("Full Coulomb hopping energy times R^3, in a.u.:")
for R, (sig, pi_value) in hop_table.items():
    print(f" R = {R:.0f} bohr: Sigma {sig:.6f}, Pi {pi_value:.6f}")
print(f"Gaussian 1s energy = {energy_s[0]:.6f} hartree")
print(f"Gaussian 2s energy = {energy_s[1]:.6f} hartree")
print(f"Gaussian 2p energy = {energy_p[0]:.6f} hartree")
print(f"Example distance R = {R_example:.0f} bohr")
print("State: C formula, C two-electron = shift*R^3 (a.u.)")
for key, (shift, _) in near.items():
    name, spin, parity = key
    label = ("singlet " if spin == 1 else "triplet ") + name
    label += " g" if parity == 1 else " u"
    print(f" {label}: {coefficient(*key):+.4f}, {shift * R_example**3:+.4f}")
print("Shifts at the example distance (1e-5 hartree):")
for key, (shift, _) in near.items():
    name, spin, parity = key
    label = ("singlet " if spin == 1 else "triplet ") + name
    label += " g" if parity == 1 else " u"
    value = coefficient(*key) / R_example**3
    print(f" {label}: formula {value*1e5:+.4f}, CI {shift*1e5:+.4f}")
sigma_size = 2 * d_formula**2 / R_example**3
print(f"Sigma shift size, formula = {sigma_size * to_cm:.3f} cm^-1")
print(f"Pi shift size, formula = {sigma_size / 2 * to_cm:.3f} cm^-1")
print(f"Smallest 1s2p weight = {smallest_weight:.7f}")
print(f"Mean singlet Sigma shift, {R_example:.0f} bohr = "
      f"{mean_near:.3e} hartree")
print(f"Mean singlet Sigma shift, {R_far:.0f} bohr = {mean_far:.3e} hartree")
print(f"Inverse power of R in this mean = {power:.3f}")
print(f"2p fine-structure splitting = {fine_split:.3e} hartree")
print(f"R where Sigma shift equals it = {R_fine:.1f} bohr")
print(f"Reduced wavelength of 1s-2p light = {R_retardation:.0f} bohr")
print(f"Rough electron affinity (input) = {affinity_rough:.3f} hartree")
print(f"Rough ion-pair crossing = {R_ion:.0f} bohr")
print("PASS")
```

It prints:

```
d by quadrature = 0.744936 bohr (times e)
d from 128 sqrt(2)/243 = 0.744936 bohr (times e)
d^2 = 0.554929 a.u.
2 d^2 = 1.109858 a.u.
Full Coulomb hopping energy times R^3, in a.u.:
 R = 10 bohr: Sigma -1.092643, Pi 0.553496
 R = 20 bohr: Sigma -1.109857, Pi 0.554929
 R = 30 bohr: Sigma -1.109858, Pi 0.554929
Gaussian 1s energy = -0.499996 hartree
Gaussian 2s energy = -0.124992 hartree
Gaussian 2p energy = -0.124997 hartree
Example distance R = 40 bohr
State: C formula, C two-electron = shift*R^3 (a.u.)
 singlet Sigma g: +1.1099, +1.1091
 singlet Pi g: -0.5549, -0.5552
 singlet Sigma u: -1.1099, -1.1108
 singlet Pi u: +0.5549, +0.5548
 triplet Sigma g: -1.1099, -1.1108
 triplet Pi g: +0.5549, +0.5548
 triplet Sigma u: +1.1099, +1.1091
 triplet Pi u: -0.5549, -0.5552
Shifts at the example distance (1e-5 hartree):
 singlet Sigma g: formula +1.7342, CI +1.7330
 singlet Pi g: formula -0.8671, CI -0.8676
 singlet Sigma u: formula -1.7342, CI -1.7357
 singlet Pi u: formula +0.8671, CI +0.8669
 triplet Sigma g: formula -1.7342, CI -1.7357
 triplet Pi g: formula +0.8671, CI +0.8669
 triplet Sigma u: formula +1.7342, CI +1.7330
 triplet Pi u: formula -0.8671, CI -0.8676
Sigma shift size, formula = 3.806 cm^-1
Pi shift size, formula = 1.903 cm^-1
Smallest 1s2p weight = 0.9999997
Mean singlet Sigma shift, 40 bohr = -1.345e-08 hartree
Mean singlet Sigma shift, 60 bohr = -1.159e-09 hartree
Inverse power of R in this mean = 6.044
2p fine-structure splitting = 1.664e-06 hartree
R where Sigma shift equals it = 87.4 bohr
Reduced wavelength of 1s-2p light = 365 bohr
Rough electron affinity (input) = 0.028 hartree
Rough ion-pair crossing = 10 bohr
PASS
```
